# Exponential decay of the density matrix in a one-dimensional insulator: verification in Python

```python
"""
Result under test (1D insulator, one spin channel, Hartree atomic units):
  P(x, y+R) -> s^m C(x,y) exp(-kappa R) / sqrt(2 pi K R),   R = m a,
where kappa is the largest decay constant in the gap (the distance of the
branch point of E(k) from the real k axis), reached at energy E_b,
K = |d^2 kappa/dE^2| there, s = -1 (+1) for an odd (even) number of filled
bands, and C(x,y) = 2 psi_minus(x) psi_plus(y) / Wronskian at E_b.
The same constants give the errors of k meshes and of defect supercells.
One side of each test is plane-wave diagonalization, the other side uses
the solutions of the differential equation at energies in the gap.
"""
from functools import lru_cache
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
a = 5.0                      # lattice constant, bohr
V1, V2 = 0.16, 0.12          # potential amplitudes, hartree
g = 2 * np.pi / a
U_DEF, W_DEF, X_DEF = 0.10, 0.8, 7.5   # Gaussian defect: height, width, centre
# Plane waves -NPW..NPW per primitive cell. The far tails of P need a large
# basis, since their error is linear in the neglected coefficients; supercell
# energies, with a quadratic error, do with fewer.
NPW = 14
NPW_SUPER = 8


# ---------- differential equation side ----------
def propagate(energies, points, with_defect=False):
    """Matrices taking (psi, psi') from 0 to each point; shape (point,E,2,2)."""
    E = np.atleast_1d(np.asarray(energies, dtype=complex))

    def rhs(x, state):
        value, slope = state.reshape(2, 2, -1)
        v = V1 * np.cos(g * x) + V2 * np.sin(2 * g * x)
        if with_defect:
            v += U_DEF * np.exp(-(x - X_DEF) ** 2 / (2 * W_DEF ** 2))
        return np.stack([slope, 2 * (v - E) * value]).ravel()

    start = np.zeros((2, 2, E.size), dtype=complex)
    start[0, 0] = start[1, 1] = 1
    sol = solve_ivp(rhs, (0, points[-1]), start.ravel(), method="DOP853",
                    rtol=1e-12, atol=1e-13, t_eval=points, max_step=0.25)
    return np.moveaxis(sol.y.T.reshape(len(points), 2, 2, -1), -1, 1)


def bloch_basis(cell):
    """Decaying factor lam and columns (growing, decaying) start vectors."""
    half = (cell[:, 0, 0] + cell[:, 1, 1]) / 2
    root = np.sqrt(half ** 2 - 1)
    big = np.where(abs(half + root) > 1, half + root, half - root)
    lam = 1 / big
    m11, m12 = cell[:, 0, 0], cell[:, 0, 1]
    basis = np.stack([np.stack([m12, m12], -1),
                      np.stack([big - m11, lam - m11], -1)], 1)
    return lam, basis


def green_amplitude(energies, x, y):
    """lam and C(x,y) such that G(x, y+ma; E) = C lam^m for y+ma > x."""
    points = np.unique([x, y, a])
    mats = propagate(energies, points)
    lam, basis = bloch_basis(mats[-1])
    mx = mats[np.searchsorted(points, x)]
    my = mats[np.searchsorted(points, y)]
    grow_x = (mx @ basis)[:, 0, 0]
    decay_y = (my @ basis)[:, 0, 1]
    return lam, 2 * grow_x * decay_y / np.linalg.det(basis)


# ---------- plane-wave side ----------
n_pw = np.arange(-NPW, NPW + 1)


def crystal_matrix(size, step):
    return (V1 / 2 * (np.eye(size, k=step) + np.eye(size, k=-step))
            + V2 / 2j * (np.eye(size, k=-2 * step) - np.eye(size, k=2 * step)))


V_PW = crystal_matrix(n_pw.size, 1)


def hamiltonian(k):
    return np.diag(0.5 * (k + g * n_pw) ** 2) + V_PW


@lru_cache(maxsize=None)
def mesh(N, theta=0.0):
    k = (2 * np.pi * np.arange(N) + theta) / (N * a)
    k = k - g * np.round(k / g)
    levels, vectors = np.linalg.eigh(np.array([hamiltonian(q) for q in k]))
    return k, levels, vectors


def density_matrix(x, xp, filled, N=512, theta=0.0):
    k, _, vec = mesh(N, theta)
    waves = k[:, None] + g * n_pw
    px = np.einsum("kn,knb->kb", np.exp(1j * waves * x), vec[:, :, :filled])
    pxp = np.einsum("kn,knb->kb", np.exp(1j * waves * xp), vec[:, :, :filled])
    return (px * pxp.conj()).sum().real / (N * a)


def cell_energy(N, theta=0.0, filled=1):
    return mesh(N, theta)[1][:, :filled].sum() / N


def analyse_gap(filled):
    """Gap edges, E_b, kappa, K, s from the Taylor series of the trace."""
    edge = np.linalg.eigvalsh(hamiltonian(np.pi / a if filled % 2 else 0.0))
    low, high = edge[filled - 1], edge[filled]
    centre, radius = (low + high) / 2, (high - low) / 2
    circle = centre + radius * np.exp(2j * np.pi * np.arange(32) / 32)
    trace = np.trace(propagate(circle, [a])[0], axis1=1, axis2=2)
    coef = (np.fft.fft(trace) / 32).real[:16] / radius ** np.arange(16)
    poly = np.polynomial.Polynomial(coef)
    shift = brentq(poly.deriv(), -radius, radius, xtol=1e-14)
    s = np.sign(poly(shift))
    kap = np.arccosh(abs(poly(shift)) / 2) / a
    K = -s * poly.deriv(2)(shift) / (2 * a * np.sinh(kap * a))
    return low, high, centre + shift, kap, K, s


def extrapolate(ratio_short, ratio_long):
    """Remove a 1/length correction; the second length is twice the first."""
    return 2 * ratio_long - ratio_short


low, high, Eb, kappa, K, s = analyse_gap(1)
assert s == -1 and K > 0


def tail(R):
    return np.exp(-kappa * R) / np.sqrt(2 * np.pi * K * R)


print(f"lattice constant {a:.1f} bohr; V amplitudes {V1}, {V2} hartree")
print(f"valence top {low:.6f}, conduction bottom {high:.6f} hartree")
print(f"gap {high-low:.6f} hartree = {(high-low)*HARTREE_EV:.3f} eV")
print(f"branch-point energy E_b {Eb:.6f} hartree")
print(f"kappa {kappa:.6f} 1/bohr = {kappa/BOHR_NM:.4f} 1/nm")
print(f"kappa*a {kappa*a:.5f}; factor per cell {np.exp(-kappa*a):.5f}")
print(f"K = |kappa''| {K:.4f} 1/(bohr hartree^2)")

# The basis must hold the whole Bloch function, or P gets a false tail
edge_coef = abs(mesh(512)[2][:, [0, -1], :2]).max()
assert edge_coef < 1e-12
print(f"plane waves {n_pw.size}; largest coefficient at basis edge"
      f" {edge_coef:.1e}")

# Bands meet as a square root at complex k
delta = 1e-3 * kappa
ev = np.linalg.eigvals(hamiltonian(np.pi / a + 1j * (kappa - delta)))
pair = ev[np.argsort(abs(ev - Eb))[:2]]
half_split = abs(pair[0] - pair[1]) / 2
split_law = np.sqrt(2 * delta / K)
assert abs(half_split / split_law - 1) < 0.01
print(f"half splitting at 0.999 kappa: {half_split:.6f} hartree,"
      f" root law {split_law:.6f}")

# Sum rules for the first and second derivative of kappa
levels = mesh(512)[1]
pull_filled = (1 / (Eb - levels[:, 0])).mean() / a
pull_empty = (1 / (Eb - levels[:, 1:])).sum(1).mean() / a
pull_empty -= 4 / (g ** 2 * (NPW + 0.5)) / a      # free-electron remainder
K_sum = (1 / (Eb - levels) ** 2).sum(1).mean() / a
assert abs(pull_filled + pull_empty) < 2e-3 * pull_filled
assert abs(K_sum / K - 1) < 1e-3
print(f"pull at E_b, 1/(bohr hartree): filled {pull_filled:.4f},"
      f" empty {pull_empty:.4f}")
print(f"K from sum over states {K_sum:.4f} 1/(bohr hartree^2)")

# Contour through E_b parallel to the imaginary energy axis
t_step = 0.05
t = t_step * np.arange(95)
eta = 0.05 * np.sinh(t)
weight = t_step * 0.05 * np.cosh(t) * np.where(t == 0, 1, 2) / (2 * np.pi)
line = Eb + 1j * eta
x0, y0 = 0.0, 2.5
lam, amp = green_amplitude(line, x0, y0)
assert np.all(np.diff(-np.log(abs(lam))) > 0)
P_line = (weight * (amp * lam ** 4).real).sum()
P_sum = density_matrix(x0, y0 + 4 * a, 1)
assert abs(P_line / P_sum - 1) < 1e-6
print(f"P(0,2.5+4a): k sum {P_sum:.9e}, contour {P_line:.9e} 1/bohr")

# Asymptotic law with its prefactor
C = amp[0].real
print(f"C(0,2.5) {C:.5f} 1/(bohr hartree)")
ratios = {}
print("m, P(0,2.5+ma) direct, law (1/bohr), direct/law:")
for m in (5, 10, 15, 30):
    direct = density_matrix(x0, y0 + m * a, 1)
    law = s ** m * C * tail(m * a)
    ratios[m] = direct / law
    print(f"  {m:2d} {direct:.5e} {law:.5e} {ratios[m]:.5f}")
limit = extrapolate(ratios[15], ratios[30])
assert abs(limit - 1) < 0.01
print(f"ratio extrapolated to infinite distance {limit:.5f}")


# Power of R, at generic positions and at a zero of C
def local_power(y, m1, m2):
    p1, p2 = (abs(density_matrix(x0, y + m * a, 1)) for m in (m1, m2))
    return -(np.log(p2 / p1) + kappa * a * (m2 - m1)) / np.log(m2 / m1)


def c_of_y(y):
    return green_amplitude(Eb, x0, y)[1][0].real


grid = np.linspace(0.05, 4.95, 15)
vals = np.array([c_of_y(y) for y in grid])
i = np.flatnonzero(vals[:-1] * vals[1:] < 0)[0]
y_zero = brentq(c_of_y, grid[i], grid[i + 1], xtol=1e-10)
power = extrapolate(local_power(y0, 7, 14), local_power(y0, 14, 28))
power_zero = extrapolate(local_power(y_zero, 7, 14),
                         local_power(y_zero, 14, 28))
assert abs(power - 0.5) < 0.05
assert abs(power_zero - 1.5) < 0.15
print(f"inverse power of R: generic {power:.3f};"
      f" at zero y={y_zero:.4f} bohr {power_zero:.3f}")

# Two filled bands: only the gap above them matters
_, _, Eb2, kappa2, K2, s2 = analyse_gap(2)
C2 = green_amplitude(Eb2, 0.6, 0.6)[1][0].real
r2 = []
for m in (40, 80):
    R = m * a
    law = s2 ** m * C2 * np.exp(-kappa2 * R) / np.sqrt(2 * np.pi * K2 * R)
    r2.append(density_matrix(0.6, 0.6 + R, 2) / law)
limit2 = extrapolate(*r2)
assert s2 == 1 and abs(limit2 - 1) < 0.02
print(f"two filled bands: kappa {kappa2:.6f} 1/bohr,"
      f" extrapolated ratio {limit2:.5f}")

# k-mesh errors: density, energy, and energy at twist pi/2
C_diag = np.array([green_amplitude(Eb, x, x)[1][0].real
                   for x in np.arange(16) * a / 16])
assert abs(C_diag.mean()) < 1e-5 * abs(C_diag).max()
C_mid = green_amplitude(Eb, 2.5, 2.5)[1][0].real
n_ref, e_ref = density_matrix(2.5, 2.5, 1), cell_energy(512)


def energy_law(N):
    return 2 * s ** N / N * tail(N * a)


dens_r, en_r, mean_r = [], [], []
print(f"converged energy {e_ref:.9f} hartree/cell;"
      f" density(2.5) {n_ref:.6f} 1/bohr")
print("N, density error (1/bohr), law; energy error (hartree/cell), law:")
for N in (10, 20):
    dn = density_matrix(2.5, 2.5, 1, N) - n_ref
    dn_law = 2 * s ** N * C_mid * tail(N * a)
    de = cell_energy(N) - e_ref
    dens_r.append(dn / dn_law)
    en_r.append(de / energy_law(N))
    print(f"  {N} {dn:.4e} {dn_law:.4e}; {de:.4e} {energy_law(N):.4e}")
for N in (6, 12):
    de = cell_energy(N, np.pi / 2) - e_ref
    de_law = -2 / (2 * N) * tail(2 * N * a)
    mean_r.append(de / de_law)
    print(f"  N={N} twist pi/2: energy error {de:.4e}, law {de_law:.4e};"
          f" twist 0: {cell_energy(N)-e_ref:.4e}")
limits = [extrapolate(*r) for r in (dens_r, en_r, mean_r)]
assert max(abs(v - 1) for v in limits) < 0.02
print("extrapolated ratios density, energy, twist pi/2: "
      + ", ".join(f"{v:.4f}" for v in limits))
target = 1e-6
N_direct = next(N for N in range(2, 60) if abs(cell_energy(N) - e_ref) < target)
N_law = next(N for N in range(2, 60) if abs(energy_law(N)) < target)
assert abs(N_direct - N_law) <= 1
print(f"k-points for error < {target:.0e} hartree/cell:"
      f" direct {N_direct}, law {N_law}")


# Supercells with one defect
def supercell_levels(N, theta):
    L = N * a
    n = np.arange(-NPW_SUPER * N, NPW_SUPER * N + 1)
    q = 2 * np.pi * (n[:, None] - n[None, :]) / L
    H = crystal_matrix(n.size, N) + np.diag(0.5 * ((2*np.pi*n + theta)/L)**2)
    H = H + (U_DEF * W_DEF * np.sqrt(2 * np.pi) / L
             * np.exp(-q ** 2 * W_DEF ** 2 / 2 - 1j * q * X_DEF))
    return np.linalg.eigvalsh(H)


def supercell_energy(N, theta):
    return supercell_levels(N, theta)[:N].sum()


def twist_average(N, count):
    return np.mean([supercell_energy(N, 2 * np.pi * j / count)
                    for j in range(count)])


lev = supercell_levels(20, 0.0)
assert lev[19] < Eb < lev[20]
print(f"defect height {U_DEF} hartree, width {W_DEF} bohr;"
      f" filled level {lev[19]:.5f} hartree")

lam, basis = bloch_basis(propagate(line, [a])[0])
block = propagate(line, [3 * a], with_defect=True)[0]
T = np.linalg.solve(basis, block @ basis)
through = 1 / T[:, 0, 0]
bounce = T[:, 0, 1] * T[:, 1, 0] / T[:, 0, 0] ** 2
tau = (through[0] / lam[0] ** 3).real
rho = (bounce[0] / lam[0] ** 6).real


def winding_integral(N):
    return (weight * (through * lam ** (N - 3)).real).sum()


def bounce_integral(N):
    return (weight * (bounce * lam ** (2 * (N - 3))).real).sum()


twist_part = (supercell_energy(10, 0.0) - supercell_energy(10, np.pi)) / 2
twist_pred = 2 * winding_integral(10)
assert abs(twist_part / twist_pred - 1) < 1e-3
image_part = twist_average(6, 8) - twist_average(20, 4) + 14 * e_ref
image_pred = -(bounce_integral(6) - bounce_integral(20))
assert abs(image_part / image_pred - 1) < 1e-2
long_cells = (200, 400)
wind_r = [winding_integral(N) / (tau * s ** N * tail(N * a))
          for N in long_cells]
boun_r = [bounce_integral(N) / (rho * tail(2 * N * a)) for N in long_cells]
wind_lim, boun_lim = extrapolate(*wind_r), extrapolate(*boun_r)
assert abs(wind_lim - 1) < 0.01 and abs(boun_lim - 1) < 0.01
print(f"transmission tau {tau:.5f}, reflection product rho_d {rho:.5f}")
print(f"N=10 twist part of energy {twist_part:.5e} hartree,"
      f" integral {twist_pred:.5e}")
print(f"  leading law {2*tau*s**10*tail(10*a):.5e} hartree")
print(f"N=6 image interaction {image_part:.5e} hartree,"
      f" integral {image_pred:.5e}")
print(f"  leading law {-rho*tail(12*a):.5e} hartree")
print(f"large-L ratios integral/law: twist {wind_lim:.5f},"
      f" image {boun_lim:.5f}")
print("PASS")
```

It prints:

```
lattice constant 5.0 bohr; V amplitudes 0.16, 0.12 hartree
valence top 0.110357, conduction bottom 0.270308 hartree
gap 0.159950 hartree = 4.352 eV
branch-point energy E_b 0.182366 hartree
kappa 0.127271 1/bohr = 2.4051 1/nm
kappa*a 0.63635; factor per cell 0.52922
K = |kappa''| 19.8918 1/(bohr hartree^2)
plane waves 29; largest coefficient at basis edge 3.4e-19
half splitting at 0.999 kappa: 0.003576 hartree, root law 0.003577
pull at E_b, 1/(bohr hartree): filled 1.5197, empty -1.5197
K from sum over states 19.8918 1/(bohr hartree^2)
P(0,2.5+4a): k sum 1.921539481e-03, contour 1.921539481e-03 1/bohr
C(0,2.5) 1.16393 1/(bohr hartree)
m, P(0,2.5+ma) direct, law (1/bohr), direct/law:
   5 -9.03528e-04 -8.64381e-04 1.04529
  10 2.60515e-05 2.53726e-05 1.02676
  15 -8.76252e-07 -8.59991e-07 1.01891
  30 4.39381e-11 4.35014e-11 1.01004
ratio extrapolated to infinite distance 1.00117
inverse power of R: generic 0.505; at zero y=1.2318 bohr 1.493
two filled bands: kappa 0.047729 1/bohr, extrapolated ratio 0.99970
converged energy 0.035083598 hartree/cell; density(2.5) 0.329507 1/bohr
N, density error (1/bohr), law; energy error (hartree/cell), law:
  10 7.3663e-05 7.5078e-05; 4.6087e-06 4.3598e-06
  20 9.0537e-08 9.1485e-08; 2.7328e-09 2.6563e-09
  N=6 twist pi/2: energy error -9.7273e-07, law -9.2889e-07; twist 0: 1.3155e-04
  N=12 twist pi/2: energy error -1.6233e-10, law -1.5850e-10; twist 0: 9.7305e-07
extrapolated ratios density, energy, twist pi/2: 0.9981, 1.0006, 1.0010
k-points for error < 1e-06 hartree/cell: direct 12, law 12
defect height 0.1 hartree, width 0.8 bohr; filled level 0.12526 hartree
transmission tau 1.34185, reflection product rho_d -0.19484
N=10 twist part of energy 5.85715e-05 hartree, integral 5.85714e-05
  leading law 5.85022e-05 hartree
N=6 image interaction 6.70700e-07 hartree, integral 6.70271e-07
  leading law 1.08592e-06 hartree
large-L ratios integral/law: twist 0.99996, image 0.99976
PASS
```
